# Exposure Needed for Self-Limiting Adsorption through a Mobile Precursor

In one half-cycle of atomic layer deposition, a vapour reacts with a surface, and its uptake dies away as the sites available to it are used up. The dose must be long enough to fill nearly all sites, but most of the molecules that strike the surface near the end fail to react. This problem relates dose to coverage when an incoming molecule can first be held weakly and hop over the surface before it reacts.

Let $N_s$ be the number of molecules chemisorbed per unit area at saturation, and let $x$ be the chemisorbed coverage divided by its saturation value, so that $0\le x\le 1$. The flux $F(t)$ is the number of molecules striking unit area per unit time. The sticking probability $S(x)$ is the probability that an incident molecule ends up chemisorbed.

The microscopic model is as follows.

- An incident molecule is trapped in the weakly held precursor state with probability $\alpha$, whether the site below it is empty or filled. Otherwise it returns to the gas.
- Over an empty site, a precursor chemisorbs with probability $p_a>0$, desorbs with probability $p_b$, or hops with probability $1-p_a-p_b$.
- Over a filled site, it desorbs with probability $q$ or hops with probability $1-q$.
- The landing site and the site reached by each hop are empty with probability $1-x$, independently of the precursor's history. This is a mean-field assumption, examined in part (f).

Each chemisorbed molecule occupies one site permanently. Precursors do not interact, their number is negligible compared with the number of sites, and they react or desorb quickly compared with the time over which $x$ changes. By-products block no sites.

## (a) The sticking probability

**Find $S(x)$. Show that its dependence on coverage, relative to the bare surface, is governed by a single combination of the hopping-model probabilities.**

**Solution.** Let $P$ be the probability that a trapped molecule eventually chemisorbs, evaluated just before it samples a site. A hop returns it to the same statistical situation, because the next site is again empty with probability $1-x$. Adding the possible outcomes gives

$$P=(1-x)\left[p_a+(1-p_a-p_b)P\right]+x(1-q)P .$$

Collect the terms containing $P$ on the right. Their coefficient is

$$(1-x)(1-p_a-p_b)+x(1-q)=1-(1-x)(p_a+p_b)-xq ,$$

because $(1-x)+x=1$. Moving these terms to the left leaves

$$P\left[(1-x)(p_a+p_b)+xq\right]=(1-x)p_a ,$$

and therefore

$$P=\frac{(1-x)p_a}{(1-x)(p_a+p_b)+xq}.$$

The sticking probability is $S=\alpha P$. At $x=0$ it equals

$$S_0=\frac{\alpha p_a}{p_a+p_b}.$$

Dividing $S$ by $S_0$, and then dividing numerator and denominator by $p_a+p_b$, gives

$$\frac{S(x)}{S_0}=\frac{1-x}{1-x+Kx},\qquad K=\frac{q}{p_a+p_b}.$$

This is the Kisliuk form. The parameter $K$ compares the chance of desorbing during a visit to a filled site with the chance that a visit to an empty site ends the search, by reaction or desorption. A small $K$ means that a precursor over a filled site usually survives to try elsewhere. Since $q$ may be larger than $p_a+p_b$, $K$ may exceed 1.

The formula was tested against a calculation with 20 explicit sites, in which the chemisorption probability was found by solving the linear equations for all starting sites. For three sets of probabilities and four coverages, the largest absolute difference was $2.2\times10^{-16}$.

## (b) From sticking to exposure

**Define a dimensionless exposure that removes the flux and site density from the rate equation. Find its value when an initially bare surface reaches coverage $x$.**

**Solution.** In a time $dt$, $F\,dt$ molecules strike unit area and a fraction $S(x)$ of them chemisorb. The chemisorbed density is $N_sx$, so

$$N_s\frac{dx}{dt}=F(t)S(x).$$

Define

$$\varepsilon(t)=\frac{S_0}{N_s}\int_0^t F(t')\,dt',\qquad d\varepsilon=\frac{S_0F}{N_s}\,dt .$$

One unit of $\varepsilon$ is the dose that would fill the surface if every incident molecule stuck with its bare-surface probability. Dividing the rate equation by $S_0F/N_s$ gives

$$\frac{dx}{d\varepsilon}=\frac{S(x)}{S_0}=\frac{1-x}{1-x+Kx}.$$

The flux has disappeared. Within this model, pulses of different shape but equal time integral produce equal coverage, provided that $S_0$ and $K$ stay constant.

Separate the variables by taking the reciprocal:

$$d\varepsilon=\frac{1-x+Kx}{1-x}\,dx=\left(1+K\frac{x}{1-x}\right)dx .$$

To integrate the fraction, write $x=1-(1-x)$ in its numerator:

$$\frac{x}{1-x}=\frac{1}{1-x}-1 .$$

Since $\int_0^x du/(1-u)=-\ln(1-x)$, integration from the bare surface gives

$$\varepsilon(x)=x+K\left[-\ln(1-x)-x\right],$$

or

$$\boxed{\varepsilon(x)=(1-K)x-K\ln(1-x)},\qquad 0\le x<1 .$$

The logarithm is negative, so its term adds to the exposure. If the dose starts at coverage $x_0$, the lower limit changes and the required exposure is $\varepsilon(x)-\varepsilon(x_0)$.

## (c) What $K$ does to the dose

**Examine low coverage, $K=0$ and $K=1$. Does a larger $K$ raise or lower the exposure at fixed $S_0$?**

**Solution.** For small $x$, $-\ln(1-x)=x+x^2/2+x^3/3+\cdots$. Substitution gives

$$\varepsilon=x+K\left(\frac{x^2}{2}+\frac{x^3}{3}+\cdots\right).$$

The first term does not contain $K$: on a nearly bare surface, few visits are to filled sites. Data at low coverage therefore determine $S_0$ much better than they determine $K$.

For $K=0$, $\varepsilon=x$. Sticking stays at $S_0$ until the last site is filled, so full coverage is approached at the finite exposure $\varepsilon=1$. For any $K>0$, the logarithm diverges as $x\to1$, and full coverage is not reached at finite exposure. If $K$ is small but nonzero, the logarithmic term becomes comparable with 1 when $1-x$ is of order $e^{-1/K}$.

For $K=1$, the linear term cancels and

$$\varepsilon=-\ln(1-x),\qquad x=1-e^{-\varepsilon}.$$

This is the one-site Langmuir law. It occurs here with a mobile precursor whenever $q=p_a+p_b$, so an uptake curve of Langmuir form does not by itself rule out a precursor.

At fixed coverage,

$$\frac{\partial\varepsilon}{\partial K}=-x-\ln(1-x).$$

The right side is zero at $x=0$, and its derivative with respect to $x$ is $-1+1/(1-x)=x/(1-x)>0$ for $0<x<1$. It is therefore positive throughout that interval: a larger $K$ requires more dimensionless exposure.

To turn this into a statement about real doses, use $\int F\,dt=N_s\varepsilon/S_0$. The ordering carries over when surfaces with the same $S_0$ and $N_s$ are compared. A change in temperature or chemistry may alter $S_0$ as well as $K$, and then both changes must be included.

## (d) Coverage after a given dose

**Invert the relation to find $x(\varepsilon)$, and obtain the approach to saturation for $K>0$.**

**Solution.** Let $y=1-x$ be the empty fraction. Then

$$\varepsilon=(1-K)(1-y)-K\ln y .$$

Divide by $K$ and set $a=(1-K)/K$:

$$\frac{\varepsilon}{K}=a-ay-\ln y,
\qquad\text{so}\qquad
\ln y+ay=a-\frac{\varepsilon}{K}.$$

Exponentiating and multiplying by $a$ gives

$$ay\,e^{ay}=a\,e^{a-\varepsilon/K}.$$

The Lambert function $W(z)$ is defined by $W e^W=z$. Hence, for $K>0$ and $K\ne1$,

$$x=1-\frac{1}{a}W\!\left(a\,e^{a-\varepsilon/K}\right).$$

For $0<K<1$, $a$ is positive and the argument has one real solution. For $K>1$, $-1<a<0$; because $0<y\le1$, $ay$ also lies between $-1$ and 0, which selects the principal branch, $W\ge-1$. The case $K=1$ is the exponential law of part (c).

For the approach to saturation, exponentiate $\ln y=a-\varepsilon/K-ay$ without multiplying by $a$:

$$1-x=y=\exp\!\left(\frac{1-K-\varepsilon}{K}\right)e^{-ay}.$$

When $|a|y\ll1$, the last factor is close to 1 and

$$1-x\simeq\exp\!\left(\frac{1-K-\varepsilon}{K}\right).$$

In this regime, reducing the empty fraction by a factor of 10 costs an additional exposure $K\ln10$. Thus $K$ sets the length of the saturation tail.

The exposure law and its inverse were tested by integrating the rate equation for a flux that varied as $2\sin^2 t$ in dimensionless time. The pulse supplied $\varepsilon=0.8623$. The resulting coverages were 0.818, 0.741, 0.578 and 0.441 for $K=0.05$, 0.2, 1 and 3, in the order expected from part (c). The formulas agreed with the integration to within $2.6\times10^{-11}$ in absolute value.

## (e) A dose in laboratory units

**An unnamed precursor is described by the round model parameters $\alpha=0.012$, $p_a=0.50$, $p_b=0.10$, $q=0.12$, molecular mass $m=100$ u and $N_s=4\times10^{18}\ \mathrm{m^{-2}}$. The gas is at $T=500$ K and $p=1$ Pa. Find the dose for 95% coverage, and assess the value of dosing longer.**

**Solution.** The two kinetic parameters are

$$K=\frac{0.12}{0.50+0.10}=0.20,\qquad
S_0=0.012\,\frac{0.50}{0.60}=0.010 .$$

These values are chosen for illustration. Here the small $S_0$ comes from rare trapping; in a real process it may come instead from a small $p_a/(p_a+p_b)$.

For an ideal gas in equilibrium, the flux onto a flat surface is

$$F=\frac{p}{\sqrt{2\pi mk_BT}}=1.178\times10^{22}\ \mathrm{m^{-2}\,s^{-1}},$$

where $k_B$ is the Boltzmann constant. One unit of exposure therefore takes

$$\frac{N_s}{S_0F}=\frac{4\times10^{18}}{0.010\times1.178\times10^{22}}\ \mathrm{s}=33.95\ \mathrm{ms}.$$

At $x=0.95$, $-\ln(0.05)=2.9957$, and

$$\varepsilon=0.80\times0.95+0.20\times2.9957=1.359 .$$

The time is $1.359\times33.95\ \mathrm{ms}=46.1$ ms. At 1 Pa the dose is 0.0461 Pa s, or 346 langmuir, where 1 langmuir is $10^{-6}$ torr s. These times assume that the partial pressure at the surface is held at 1 Pa throughout the pulse. At 1 Pa and 500 K, a gas column of height $N_sk_BT/p\approx28$ mm holds only one saturated layer. In a real reactor, uptake can therefore deplete the gas, and the rate of supply can make the pulse longer.

The fraction of all surface impacts that have led to chemisorption by coverage $x$, called here the utilisation per impact, is

$$\frac{N_sx}{\int F\,dt}=\frac{S_0x}{\varepsilon(x)} .$$

| $x$ | $\varepsilon$ | Time (ms) | Utilisation (%) |
|---|---|---|---|
| 0.50 | 0.539 | 18.3 | 0.928 |
| 0.80 | 0.962 | 32.7 | 0.832 |
| 0.95 | 1.359 | 46.1 | 0.699 |
| 0.99 | 1.713 | 58.2 | 0.578 |

Most impacts fail even at low coverage, because $S_0$ is only 1%. A molecule that fails returns to the gas and may strike the surface many more times before it is pumped away. The fraction of the supplied precursor that a reactor consumes can therefore be far larger than these values, and it depends on geometry and residence time. The further fall in utilisation comes from the filling of sites. At $x=0.95$, the relative sticking probability is

$$\frac{0.05}{0.05+0.20\times0.95}=0.208 ,$$

so about 0.21% of the molecules arriving at that moment chemisorb.

Going from 95% to 99% coverage requires

$$\Delta\varepsilon=0.80\times0.04+0.20\ln5=0.354 ,$$

or 12.0 ms. This is 26% more dose for four percentage points of coverage. With the same $S_0$ but $K=1$, reaching 95% would take $\varepsilon=2.996$, which is 2.2 times the exposure found here.

Doubling the 95% dose gives $\varepsilon=2.7183$, where the extra digit is kept because the exponential is sensitive to it. The tail formula then yields

$$1-x\simeq\exp\!\left(\frac{0.80-2.7183}{0.20}\right)=6.83\times10^{-5}.$$

The full inverse agrees to the digits shown, while the Langmuir law leaves $6.6\times10^{-2}$ of the sites empty at the same exposure. The very small first value is a prediction of the mean-field model. A few sites with slower chemistry, or local correlations, could control the last part of the filling on a real surface.

## (f) When hops are local

**The derivation assumes that every hop samples the surface at random. What changes if a precursor can move only to a neighbouring site?**

**Solution.** A precursor making short hops can return to sites it has already visited. It also samples the neighbourhood of its last position, where the probability of finding an empty site need not equal the surface average $1-x$. The closed equation for $P$ in part (a) then no longer follows.

The size of the effect was examined by following molecules one at a time on a square lattice of 40,000 sites without edges (the end of each row joins the start of the next, and the last row joins the first), with the values of $p_a$, $p_b$ and $q$ from part (e). Trapped molecules alone were followed, since $\alpha$ cancels from $\varepsilon$: it reduces $S_0$ by the same factor by which it increases the number of incident molecules per trapped molecule. One simulation sent each hop to a random site, and the other sent it to one of the four nearest neighbours.

| $x$ | Formula | Random hops | Local hops |
|---|---|---|---|
| 0.50 | 0.539 | 0.540 | 0.545 |
| 0.80 | 0.962 | 0.961 | 1.002 |
| 0.95 | 1.359 | 1.351 | 1.467 |

The random-hop exposures agree with the formula within the absolute tolerance of 0.015 set for statistical scatter. At $x=0.95$, local hopping in this single run needs about 8% more exposure than the formula predicts. The scatter between runs of this size is about 0.005 in $\varepsilon$, so the excess is best read as 7–8%. The hop rule is the physical difference between the two simulations, so the excess is attributed to local motion. The simulations do not separate the effect of repeated visits from that of correlations in the pattern of filled sites.

For this parameter set, the mean-field law is thus a good estimate at half coverage and too optimistic near saturation. The direction of the error is not general. For $K=1$, every visit ends the search with the same probability, so the last site visited is uniformly distributed whatever the hop rule, and local hops change nothing. For $K>1$ the sign need not be the one found here. A value of $K$ fitted to measured uptake may absorb part of such an error, in which case it is an effective parameter and need not equal $q/(p_a+p_b)$.

Other departures enter at identifiable places. If $\alpha$ or the hopping probabilities depend on coverage, the balance in part (b) still gives $\varepsilon=\int_0^x S_0\,du/S(u)$, but the boxed integral must be replaced. If chemisorbed molecules desorb, a loss term must be added to the rate equation, and the pulse shape can then matter. In a narrow trench, $F$ is the local flux at the point considered, which must be found from gas transport and may be far below the flux at the opening.

The numerical output gives the complete set of values.

## Values computed for the example and the checks

```
p_a = 0.50, p_b = 0.10, q = 0.12 (probabilities)
trapping probability alpha = 0.012
bare-surface sticking S0 = 0.0100
Kisliuk parameter K = 0.200 (dimensionless)
molecular mass = 100 u
gas temperature = 500 K
pressure = 1.0 Pa
saturation density = 4.00e+18 m^-2
incident flux = 1.1783e+22 m^-2 s^-1
time per unit exposure = 33.947 ms
x = 0.50: exposure = 0.5386, time = 18.28 ms
  relative sticking = 0.8333
  precursor utilisation = 0.928 %
  Langmuir (K=1) exposure = 0.6931
x = 0.80: exposure = 0.9619, time = 32.65 ms
  relative sticking = 0.5556
  precursor utilisation = 0.832 %
  Langmuir (K=1) exposure = 1.6094
x = 0.95: exposure = 1.3591, time = 46.14 ms
  relative sticking = 0.2083
  precursor utilisation = 0.699 %
  Langmuir (K=1) exposure = 2.9957
x = 0.99: exposure = 1.7130, time = 58.15 ms
  relative sticking = 0.0481
  precursor utilisation = 0.578 %
  Langmuir (K=1) exposure = 4.6052
extra exposure, x=0.95 to 0.99 = 0.3539
dose for x=0.95 = 0.04614 Pa s
same dose = 346.1 langmuir
twice the x=0.95 exposure = 2.7183
empty fraction after double dose = 6.8291e-05
  tail estimate = 6.8309e-05
  Langmuir at equal exposure = 6.5987e-02
simulation x=0.50: random hops 0.5399, local hops 0.5450
simulation x=0.80: random hops 0.9613, local hops 1.0025
simulation x=0.95: random hops 1.3513, local hops 1.4672
largest sticking-law error = 2.2e-16
largest quadrature difference = 7.1e-15
shaped-pulse exposure = 0.8623
  coverage after shaped pulse, K=0.05: 0.8180
  coverage after shaped pulse, K=0.20: 0.7405
  coverage after shaped pulse, K=1.00: 0.5778
  coverage after shaped pulse, K=3.00: 0.4408
largest shaped-pulse difference = 2.6e-11
```
